# Why film and interface resistance hardly affect the three-omega slope

## A temperature that nearly doubles and a slope that does not move

A metal line 20 µm wide heats a thick substrate of conductivity 100 W/(m K). With a current at 100 Hz, the in-phase part of its temperature oscillation is 0.199 K. Insert a poorly conducting film 200 nm thick and an interface resistance, and it becomes 0.374 K. Yet a straight-line fit of this amplitude against the logarithm of frequency, from 100 to 1000 Hz, returns 100.24 W/(m K) for the bare substrate and 99.97 W/(m K) for the covered one. The added layers contribute almost half the signal and almost nothing to the slope.

The explanation needs two different heat flows. In the film, heat passes nearly straight down and little of it is stored; this gives a nearly constant offset. In the substrate, heat must spread sideways, because that spreading produces the logarithm whose slope is measured.

## The model and the electrical signal

SI units are used. The line has half-width $b=10$ µm and length $l=1$ mm. The substrate has $k_s=100$ W/(m K), the film $k_f=1$ W/(m K), and both have heat capacity per volume $C_s=C_f=2\times10^6$ J/(m³ K). The film thickness is $d=200$ nm and the resistance between film and substrate is $R=2\times10^{-8}$ m² K/W. These are round model parameters.

The line is treated as infinitely long for the heat flow; the last section estimates the error this would cause for a real line of 1 mm, which is not small. It has no heat capacity and delivers a uniform flux over its width. Neglecting its heat capacity is a real restriction. A metal line of this size and 20 Ω is some 60 to 100 nm thick. With thickness $t$ and heat capacity per volume $C_h$, a lumped estimate replaces $T$ by $T/(1+4i\omega C_htbT/p)$. For $t=100$ nm and $C_h=2.5\times10^6$ J/(m³ K), this changes the slope of the covered sample at 1000 Hz by about $+0.36\%$, as much as the film corrections derived below. The layers are isotropic, the substrate is infinitely deep, and the surface loses no heat.

A current $I_0\cos\omega t$ in a resistance $R_0$ releases the power $\tfrac12I_0^2R_0(1+\cos2\omega t)$. The oscillating power per length therefore has amplitude

$$p=\frac{I_0^2R_0}{2l}=\frac{(0.040)^2\times20}{2\times10^{-3}}=16\ \text{W/m}.$$

Write the temperature oscillation, averaged over the line width, as $\mathrm{Re}(Te^{2i\omega t})$. If $\alpha$ is the temperature coefficient of resistance, the resistance oscillates by $R_0\alpha\,\mathrm{Re}(Te^{2i\omega t})$. Multiplication by the current gives components at $\omega$ and $3\omega$, each with half the product amplitude, so $V_3=\tfrac12I_0R_0\alpha T$. The effect of this small resistance change on the heating is neglected. A constant offset in $T$ is thus a constant offset in $V_3$.

## Contribution 1: the substrate supplies the logarithm

In the substrate the oscillating temperature $\theta$ obeys $k_s\nabla^2\theta=2i\omega C_s\theta$. A component varying as $e^{i\lambda x}$ along the surface decays with depth as $e^{-q_sz}$, where

$$q_s^2=\lambda^2+\kappa^2,\qquad \kappa^2=\frac{2i\omega}{D_s},\qquad D_s=\frac{k_s}{C_s}.$$

The flux entering the surface is $k_sq_s\theta$. The ratio of surface temperature to flux is therefore the impedance $Z_s=1/(k_sq_s)$.

The flux $p/(2b)$ on $|x|<b$ has Fourier transform $p\sin(\lambda b)/(\lambda b)$. Averaging the temperature over the same strip supplies a second factor $\sin(\lambda b)/(\lambda b)$. Since the integrand is even,

$$T=\frac p\pi\int_0^\infty\frac{\sin^2(\lambda b)}{(\lambda b)^2}\,Z(\lambda)\,d\lambda .\tag{1}$$

For the bare substrate put $x=\lambda b$ and $\varepsilon=\kappa b$. Then $T=(p/\pi k_s)J$, with

$$J=\int_0^\infty\frac{\sin^2x}{x^2}\frac{dx}{\sqrt{x^2+\varepsilon^2}} .$$

Integration by parts shows that

$$\int_0^2\Big(1-\frac u2\Big)\cos(ux)\,du=\frac1{2x}\int_0^2\sin(ux)\,du=\frac{1-\cos2x}{2x^2}=\frac{\sin^2x}{x^2}.$$

The cosine integral of $1/\sqrt{x^2+\varepsilon^2}$ is the modified Bessel function $K_0(\varepsilon u)$. With $u=2t$,

$$J=2\int_0^1(1-t)K_0(2\varepsilon t)\,dt .$$

For a line narrow compared with the thermal depth, $|\varepsilon|\ll1$, use

$$K_0(2\varepsilon t)=-\ln(\varepsilon t)-\gamma+\varepsilon^2t^2[1-\gamma-\ln(\varepsilon t)]+\dots$$

where $\gamma$ is Euler's constant. Because $\int_0^1(1-t)dt=\tfrac12$ and $\int_0^1(1-t)\ln t\,dt=-\tfrac34$, the leading result is $J=-\ln\varepsilon-\gamma+\tfrac32$. Also $\ln\varepsilon=\tfrac12\ln(2\omega b^2/D_s)+i\pi/4$, so

$$\mathrm{Re}\,T=\frac{p}{2\pi k_s}\Big[-\ln\frac{2\omega b^2}{D_s}+3-2\gamma\Big],\qquad \mathrm{Im}\,T=-\frac{p}{4k_s}.\tag{2}$$

The slope is

$$\frac{d\,\mathrm{Re}\,T}{d\ln\omega}=-\frac p{2\pi k_s}=-0.02546\ \text{K}.\tag{3}$$

Physically, the heat spreads from the radius of the line out to the thermal depth $\delta=\sqrt{D_s/\omega}$. Each equal ratio of radii adds an equal temperature drop. Raising the frequency removes the outermost part of this flow, far from the line. The flux through the film directly under the line hardly changes.

**The cost of finite width.** The next term in $K_0$ needs $\int_0^1(1-t)t^2dt=\tfrac1{12}$ and $\int_0^1(1-t)t^2\ln t\,dt=-\tfrac19+\tfrac1{16}=-\tfrac7{144}$. It adds to $J$

$$\frac{\varepsilon^2}{6}\Big(\frac{19}{12}-\gamma-\ln\varepsilon\Big).$$

Let $s=2\omega b^2/D_s$, so that $\varepsilon^2=is$. The imaginary part $-\pi/4$ of the bracket then gives a real addition $\pi s/24$. Its derivative with respect to $\ln\omega$ is again $\pi s/24$, while the leading derivative is $-\tfrac12$. The slope is multiplied by

$$1-\frac{\pi s}{12}=1-\frac{\pi\omega b^2}{6D_s}.$$

At 1000 Hz this is a relative change of $-0.66\%$.

## Contribution 2: film and interface supply the offset

Let $y$ be height above the bottom of the film and $j$ the downward flux. Conduction and heat balance give

$$\frac{d\theta}{dy}=\frac j{k_f},\qquad \frac{dj}{dy}=k_fq_f^2\theta,\qquad k_fq_f^2=k_f\lambda^2+2i\omega C_f .\tag{4}$$

The two terms in the last expression describe sideways conduction and heat storage. If both are negligible, $j$ is the same at every height. The temperature drops then add:

$$Z\simeq Z_s+R+\frac d{k_f}.$$

Any constant impedance $A$ in (1) gives $pA/(2b)$, because $\int_0^\infty x^{-2}\sin^2x\,dx=\pi/2$. The offset is therefore

$$\Delta T=\frac p{2b}\Big(\frac d{k_f}+R\Big)=\frac{16}{2\times10^{-5}}\,(2.0+0.2)\times10^{-7}=0.176\ \text{K}.\tag{5}$$

The film supplies 0.160 K and the interface 0.016 K. No frequency appears, so both vanish from the derivative.

For the full response, solve (4) with hyperbolic functions. Let $Z_1=Z_s+R$ be the impedance below the film, $Z_f=1/(k_fq_f)$, and let $\theta_1=Z_1j_1$ be the temperature at the film bottom. At the top,

$$\theta=\theta_1\cosh q_fd+Z_fj_1\sinh q_fd,\qquad j=j_1\cosh q_fd+\frac{\theta_1}{Z_f}\sinh q_fd .$$

Division gives

$$Z=Z_f\,\frac{Z_1+Z_f\tanh q_fd}{Z_f+Z_1\tanh q_fd}.\tag{6}$$

Inserting (6) in (1) and integrating by Gauss quadrature gives these in-phase amplitudes:

| Current frequency | Bare | Film and interface | Difference |
|---|---|---|---|
| 100 Hz | 0.19945 K | 0.37426 K | 0.17481 K |
| 1000 Hz | 0.14097 K | 0.31561 K | 0.17465 K |

The offset drifts by 0.00016 K while the substrate signal falls by 0.0585 K. The drift is about 0.3% of the change that determines $k_s$.

The fits quoted at the start use ten frequencies equally spaced in logarithm. The voltages give the same reading. With $\alpha=0.002$ K⁻¹, the in-phase $V_3$ falls from $2.9941\times10^{-4}$ to $2.5249\times10^{-4}$ V over the decade. Combining $V_3=\tfrac12I_0R_0\alpha T$ with (3) and the expression for $p$,

$$k_s=\frac{I_0^3R_0^2\alpha\,\ln10}{8\pi l\,(4.692\times10^{-5}\ \text{V})}\approx100.0\ \text{W/(m K)}.$$

## Contribution 3: the small frequency dependence that remains

From (4), the impedance $Z=\theta/j$ seen from height $y$ satisfies

$$\frac{dZ}{dy}=\frac1j\frac{d\theta}{dy}-\frac{\theta}{j^2}\frac{dj}{dy}=\frac1{k_f}-k_fq_f^2Z^2 .$$

To first order, put the undisturbed $Z=Z_1+y/k_f$ in the last term and integrate over the film:

$$\delta Z=-k_fq_f^2d\Big[Z_s^2+2Z_s\Big(R+\frac d{2k_f}\Big)+R^2+\frac{Rd}{k_f}+\frac{d^2}{3k_f^2}\Big].\tag{7}$$

**The term in $Z_s^2$.** Define $\kappa_f^2=2i\omega C_f/k_f$. This term equals

$$-\frac{k_fd}{k_s^2}\,\frac{\lambda^2+\kappa_f^2}{\lambda^2+\kappa^2}=-\frac{k_fd}{k_s^2}\Big[1+\frac{\kappa_f^2-\kappa^2}{\lambda^2+\kappa^2}\Big].$$

The 1 is another constant. The rest matters at $\lambda\sim|\kappa|\ll1/b$, where the width factor in (1) is nearly 1. Using $\int_0^\infty d\lambda/(\lambda^2+\kappa^2)=\pi/(2\kappa)$ and $\kappa_f^2/\kappa^2=k_sC_f/(k_fC_s)$,

$$\delta T=-\frac{pd}{2k_s}\Big(\frac{C_f}{C_s}-\frac{k_f}{k_s}\Big)\kappa,\qquad \mathrm{Re}\,\kappa=\frac1\delta .$$

Since $1/\delta\propto\omega^{1/2}$, differentiation with respect to $\ln\omega$ supplies a factor $\tfrac12$. Division by (3) gives the relative slope change

$$e_1=\frac\pi2\Big(\frac{C_f}{C_s}-\frac{k_f}{k_s}\Big)\frac d\delta .$$

**The term in $Z_s$.** Its storage part is $-4i\omega C_fd\,[R+d/(2k_f)]Z_s$. Through (1), $Z_s$ becomes the bare temperature, whose imaginary part is $-p/(4k_s)$. The in-phase result is $-p\omega C_fd\,[R+d/(2k_f)]/k_s$. It is proportional to $\omega$, so differentiation leaves it unchanged, and division by (3) gives

$$e_2=2\pi\omega C_fd\Big(R+\frac d{2k_f}\Big).$$

The sideways part contains $k_f\lambda^2/q_s$. For $\lambda\gg|\kappa|$ its frequency-dependent piece is $-k_f\kappa^2/(2\lambda)$, against $2i\omega C_f/\lambda$ for storage. The ratio has magnitude $k_fC_s/(2k_sC_f)=0.005$, so it is neglected for $k_f\ll k_s$.

**The remaining terms.** Their storage part is purely imaginary and their sideways part has no frequency dependence. At this order they do not change the in-phase slope. Expansion (7) holds only for $|q_f|d\ll1$, however. The sideways terms here grow as $\lambda^2$ and their integral in (1) diverges, so the size of the constant offset must be taken from (6). Thus $R$ enters the slope through $e_2$: heat stored above the interface makes the flux through it depend slightly on frequency.

At 1000 Hz, $\delta=89.2$ µm, and the relative slope changes are:

- finite line width: $-0.658\%$;
- film term $e_1=\tfrac\pi2(0.99)(0.200/89.2)=+0.349\%$;
- storage with resistance, $e_2=+0.190\%$.

Their sum is $-0.12\%$, and a central finite difference of the full response gives the same. So close an agreement is partly luck: computed separately, the bare slope changes by $-0.646\%$, and film and interface add $+0.527\%$ where $e_1+e_2$ gives $+0.538\%$. The covered sample therefore returns a fitted conductivity closer to 100 than the bare one does because errors of opposite sign partly cancel for these dimensions. The film does not improve the method.

## How one-dimensional must the film flow be?

One-dimensional flow fixes the simple value (5). Consider a film on a perfectly conducting base, without interface resistance or storage. Then $Z=\tanh(\lambda d)/(k_f\lambda)$. Let $F$ be its mean temperature rise divided by the one-dimensional value. With $v=\lambda d$,

$$1-F=\frac{2d}{\pi b}\int_0^\infty\sin^2\!\Big(\frac{vb}d\Big)\frac{1-\tanh v/v}{v^2}\,dv .$$

For $d\ll b$ the rapidly varying $\sin^2$ averages to $\tfrac12$. The expansion $\tanh v/v=\sum_{n\ge0}2/(v^2+a_n^2)$, with $a_n=(n+\tfrac12)\pi$, equals 1 at $v=0$. Hence

$$\int_0^\infty\frac{1-\tanh v/v}{v^2}dv=\sum_n\frac2{a_n^2}\int_0^\infty\frac{dv}{v^2+a_n^2}=\sum_n\frac\pi{a_n^3}=\frac{7\zeta(3)}{\pi^2},$$

where $\sum_n(2n+1)^{-3}=\tfrac78\zeta(3)$ was used. Therefore $F=1-7\zeta(3)d/(\pi^3b)=0.9946$. Sideways spreading lowers the film offset by about 0.5%, or 0.0009 K. At 100 Hz the full calculation lies 0.0012 K below (5); it also includes the interface, the finite substrate conductivity and heat storage.

Now make the half-width equal to the film thickness, $b=d=200$ nm. At 1000 Hz the offset is only 0.71 of its one-dimensional value, yet the slope is 1.005 times the ideal one. Spreading in the film occurs over distances near $b$ and $d$, whereas frequency acts at distances near $\delta$. The offset formula fails, but the offset remains nearly constant.

## Where the slope method fails

**A wide line.** If $b\gg\delta$, the width factor in (1) selects $\lambda\ll|\kappa|$, and the substrate itself is heated one-dimensionally. Then $T\simeq p/(2bk_s\kappa)$. Since $1/\kappa=(1-i)\delta/2$,

$$\mathrm{Re}\,T=\frac{p\delta}{4bk_s},\qquad \frac{d\,\mathrm{Re}\,T}{d\ln\omega}=-\frac{p\delta}{8bk_s}.$$

Equation (3) would then report $4b/(\pi\delta)$ times the true conductivity. For $b=1$ mm at 1000 Hz this factor is 14.3, even without a film.

**A thick film.** For storage to be negligible, $2\omega C_fd^2/k_f$ must be small, and so must the corrections $e_1$ and $e_2$ found above. The first number is 0.001 for the 200 nm film at 1000 Hz. It grows as $d^2$, so a 20 µm film brings it to about 10. The full response then has a slope 67 times the ideal value, and (3) would report about 1.5 W/(m K) for the substrate.

**Low frequency.** At 100 Hz, $\delta=0.28$ mm. The substrate must be much thicker than this and the line much longer. A line of 1 mm is only 3.5 times as long, and its ends matter. A point source on the surface gives a temperature proportional to $e^{-\kappa r}/(2\pi k_sr)$. Compared with an infinite line, the sources beyond both ends are missing. Averaged over a line with $l\gg\delta$, this lowers $T$ by

$$\frac{p}{2\pi k_s}\,\frac2l\int_0^\infty e^{-\kappa r}\,dr=\frac{p}{\pi k_s\kappa l},$$

whose in-phase part is $p\delta/(2\pi k_sl)$. The relative slope change is therefore $-\delta/(2l)$: about $-14\%$ at 100 Hz and $-4.5\%$ at 1000 Hz. This is far more than the corrections found above, so the close agreement with 100 W/(m K) belongs to the infinite line. A real measurement needs a longer line, or voltage contacts several $\delta$ away from the ends. At the centre of the line the same point-source sum multiplies the slope by $1-\mathrm{Re}\,e^{-\kappa l/2}$, which for 1 mm at 100 Hz is still an error of about $+3\%$.

The offset carries its own information, but essentially only as a sum. At 100 Hz, $2b\,\Delta T/p=2.19\times10^{-7}$ m² K/W, close to $d/k_f+R=2.20\times10^{-7}$. One such measurement cannot divide the sum between film and interface.
